# Finite-Amplitude Growth of a Linearly Stable Electromigration Void

If a void in a current-carrying metal film is judged safe because every infinitesimal change of its shape decays, the judgement can fail. At the same current, in the same model, a circular void drawn out slightly along the current can recover, while one drawn out about ten nanometres further at each end stretches and develops a narrow neck. Both are perturbations of the same linearly stable circle. The decay rates of small perturbations do not say how large a perturbation may be before they cease to apply.

## The model

The void is insulating, passes through the whole film, and sits far from the edges of the line. Surface energy $\gamma$ and surface mobility are isotropic, and atoms move only along the void surface. Atomic units with $e=1$ are used in the algebra.

Let $x$ point along the electromigration force on surface atoms, whose far value is $F_0=|Z^*|E_0$. Let $s$ run counterclockwise along the void edge, with the normal $\mathbf n$ pointing into the metal. The curvature $\kappa$ is positive for a circle. Adding an atom of volume $\Omega$ to the metal moves the edge into the void and shortens it where $\kappa>0$, so the chemical potential is $\mu=-\Omega\gamma\kappa$. The surface flux is

$$J=M\left(F_0E_t-\partial_s\mu\right),\qquad M=\frac{D_s\nu_s}{kT},$$

where $E_t$ is the tangential field divided by its far value, $D_s$ the surface diffusivity and $\nu_s$ the density of surface sites. Where the flux diverges, metal is lost and the edge advances into it: $v_n=\Omega\,\partial_sJ$. With lengths in units of the void radius $R$ and times in units of $\tau=R^4/(\Omega^2\gamma M)$, this becomes

$$v_n=\partial_s\left(\chi E_t+\partial_s\kappa\right),\qquad \chi=\frac{F_0R^2}{\Omega\gamma}. \tag{1}$$

The scaled potential $\phi$ is harmonic in the metal, tends to $-x$ far away, and has zero normal derivative at the edge.

For a circle of scaled radius $a$, $\phi=-(r+a^2/r)\cos\theta$. On the edge $\phi=-2a\cos\theta$, hence $E_t=-a^{-1}\partial_\theta\phi=-2\sin\theta$ and $v_n=-(2\chi/a)\cos\theta$. This is rigid motion with velocity

$$V=-\frac{2\chi}{a}.$$

The void moves against the force on the atoms, its leading end is at $\theta=\pi$, and a smaller void moves faster.

## Motion of a finite shape

Write the edge as the image of the unit circle $\zeta=e^{i\alpha}$ under

$$z=f(\zeta)=a\zeta+\sum_{k\ge0}c_k\zeta^{-k},$$

with $a>0$, and with $f$ mapping the exterior of the circle one-to-one onto the metal. The complex potential is $W=-a(\zeta+1/\zeta)$. It equals $-z$ plus a constant and decaying terms far away, and its imaginary part vanishes on $|\zeta|=1$, so the edge is a streamline. Up to a constant, the edge potential is therefore $-2a\cos\alpha$ for every such shape.

Let $g=|f'|$. Then $ds=g\,d\alpha$ and $\mathbf n=\zeta f'/g$ in complex form, and (1) reads

$$v_n=\frac1g\,\partial_\alpha\!\left[\frac1g\left(-2\chi a\sin\alpha+\partial_\alpha\kappa\right)\right],\qquad
\kappa=\frac{\mathrm{Im}(\bar z_\alpha z_{\alpha\alpha})}{g^3}.$$

The normal speed is also $v_n=\mathrm{Re}(\bar{\mathbf n}f_t)$. Since $|\zeta f'|=g$, $\bar{\mathbf n}=g/(\zeta f')$, and so

$$\mathrm{Re}\,\frac{f_t}{\zeta f'}=\frac{v_n}{g}.$$

The quotient on the left is analytic outside the circle and real at infinity. If $q_k$ are the Fourier coefficients of $v_n/g$, it must be $Q=q_0+2\sum_{k\ge1}q_{-k}\zeta^{-k}$. Matching powers in $f_t=\zeta f'Q$ gives the rates of change of $a$ and $c_k$.

## The counter-example

Take $R=1000$ nm, $T=500$ K, and a current density of 2 MA/cm². A resistivity of 5 µΩ cm gives a field of 10 V/cm. With an effective charge of size 5,

$$F_0=5\times10\ \text{eV/cm}=5\times10^{-6}\ \text{eV/nm}.$$

With $\Omega=0.0166$ nm³ and $\gamma=1$ J/m² $=6.242$ eV/nm²,

$$\chi=\frac{5\times10^{-6}\times1000^2}{0.0166\times6.242}\approx48.3.$$

Taking $D_s=10^{-8}$ cm²/s $=10^{6}$ nm²/s, $\nu_s=\Omega^{-2/3}=15.37$ nm⁻² and $kT=0.0431$ eV gives

$$\tau=\frac{1000^4\times0.0431}{10^6\times15.37\times0.0166^2\times6.242}\ \text{s}\approx453\ \text{h}.$$

The initial voids are ellipses with the long axis along the current: $a=\sqrt{1+\varepsilon^2}$, $c_1=\varepsilon$, all other $c_k=0$. The semi-axes are $a\pm\varepsilon$, and the area $\pi(a^2-\varepsilon^2)=\pi$ is the same for all. The departure from a circle is measured by the excess perimeter

$$P=\frac{L}{2\sqrt{\pi A}}-1,$$

where $L$ is the perimeter and $A$ the area; $P$ vanishes only for a circle.

At $\varepsilon=0.0941$ (94.1 nm, axis ratio 1.21), $P$ rises from 0.0066 to a peak of 0.052 and then falls below 2% of its starting value. This void returns. At $\varepsilon=0.1035$ (103.5 nm, axis ratio 1.23), with everything else unchanged, the motion is different:

| Time (h) | Length (nm) | $P$ |
|---:|---:|---:|
| 0 | 2218 | 0.008 |
| 4.20 | 2356 | 0.036 |
| 8.12 | 2458 | 0.070 |
| 10.20 | 2521 | 0.092 |
| 12.33 | 2666 | 0.145 |

The excess perimeter has grown about 18-fold, and is 2.8 times the peak reached by the void that returned. Linear theory from the same start predicts $P=0.034$ at the last time, lower by a factor of about 4.3.

A neck here means an interior minimum of the void's half-width. None is present at 10.20 h; at 12.33 h there is one with a half-width of 149 nm. The first computed state with a neck below 250 nm occurs at 12.29 h when 96 coefficients $c_k$ are kept and at 12.33 h with 128, a difference of 0.3%. These times mark the birth of the neck, not a stage in its closing: the interior minimum first appears at a half-width of about 150 nm, as a dip less than a nanometre deep, so they give no closing rate. The calculation stops before any separation. It shows large growth up to the first appearance of a neck; whether this void then splits is not decided by it.

## The general statement

In this model, the circle is linearly stable for every $\chi$: an infinitesimal change of shape at fixed area decays, leaving at most a displacement. This does not say how large a finite amplitude must be in order to grow.

To prove the linear part, put $r=1+\rho(\theta,t)$ in the frame moving with $V=-2\chi$, and keep first order in $\rho$. Write the potential and its conjugate stream function as

$$\phi=-(r+1/r)\cos\theta+\phi_1,\qquad \psi=-(r-1/r)\sin\theta+\psi_1 .$$

The edge must remain a streamline. Since $\partial_r(r-1/r)=2$ at $r=1$, $\psi_1=2\rho\sin\theta$ plus a constant. The function $\phi_1+i\psi_1$ is a sum of decaying powers $z^{-n}$. A term $\psi_1=\sin n\theta$ goes with $\phi_1=-\cos n\theta$, and $\psi_1=\cos n\theta$ with $\phi_1=\sin n\theta$. In both cases $\partial_\theta\phi_1=n\psi_1$, so

$$\partial_\theta\phi_1=2|D|(\rho\sin\theta),$$

where $|D|$ multiplies $e^{in\theta}$ by $|n|$.

Because $\partial_r(r+1/r)=0$ at $r=1$, the edge potential is $\Phi=-2\cos\theta+\phi_1$. With $\partial_s=(1-\rho)\partial_\theta$,

$$\partial_s\Phi=2\sin\theta+\phi_1'-2\rho\sin\theta,$$

and the first-order part of the second derivative is

$$(\partial_s^2\Phi)_1=(\phi_1'-2\rho\sin\theta)'-2\rho\cos\theta=\phi_1''-2\rho'\sin\theta-4\rho\cos\theta .$$

The curvature is $1-\rho-\rho''$, which contributes $-\rho''-\rho''''$ to $v_n$. The normal has $x$ component $\cos\theta+\rho'\sin\theta$, so the first-order normal speed is $\rho_t-2\chi\rho'\sin\theta$. Since $E_t=-\partial_s\Phi$, equation (1) becomes

$$\rho_t-2\chi\rho'\sin\theta=-\chi\left(\phi_1''-2\rho'\sin\theta-4\rho\cos\theta\right)-\rho''-\rho'''' .$$

Collecting terms,

$$\rho_t=\chi\,\partial_\theta\left[(4-2|D|)(\rho\sin\theta)\right]-\rho''-\rho'''' .$$

Let $\rho=\sum_n\rho_ne^{in\theta}$. The $n$th coefficient of $\rho\sin\theta$ is $(\rho_{n-1}-\rho_{n+1})/(2i)$. For $n\ge1$,

$$\dot\rho_n=-n^2(n^2-1)\rho_n-\chi n(n-2)(\rho_{n-1}-\rho_{n+1}). \tag{2}$$

Fixed area gives $\rho_0=0$ at first order. Mode 1 is a displacement. In mode 2 the current term vanishes, so $\dot\rho_2=-12\rho_2$ at every current.

The coefficients in (2) are real, so real and imaginary parts can be treated separately; call either one $r_n$. For $n\ge3$ define

$$S=\sum_{n\ge3}\frac{r_n^2}{n(n-2)} .$$

The weight cancels the factor $n(n-2)$ in the current term, and the sum telescopes:

$$\sum_{n\ge3}r_n(r_{n-1}-r_{n+1})=r_2r_3 .$$

Therefore

$$\dot S=-2\sum_{n\ge3}\frac{n^2(n^2-1)}{n(n-2)}r_n^2-2\chi r_2r_3 .$$

For $n\ge3$, $n^2(n^2-1)\ge72$, and $|r_3|\le\sqrt{3S}$. With $y=\sqrt S$, this gives $\dot y\le-72y+\sqrt3\,\chi|r_2|$. Inserting $r_2(t)=r_2(0)e^{-12t}$ and integrating,

$$y(t)\le y(0)e^{-72t}+\frac{\sqrt3\,\chi|r_2(0)|}{60}\left(e^{-12t}-e^{-72t}\right).$$

The right side tends to zero for every $\chi$, and so does each shape mode, since $|r_n|\le\sqrt{n(n-2)}\,y$. Mode 1, driven by the decaying mode 2, settles to a constant displacement. This proves linear stability. If the area is changed instead, the void becomes a slightly different circle with a different drift speed, and its distance from the original one grows without any change of shape.

## Growth before decay

The current leaves the decay rate 12 unchanged, but it appears in the prefactor of the bound. To see what this permits, restrict attention to shapes symmetric about the current axis, $\rho=\sum_n r_n\cos n\theta$. Fixed area requires $\int\rho\,d\theta=-\tfrac12\int\rho^2d\theta$. The perimeter is then, to second order,

$$L=2\pi+\frac12\int(\rho'^2-\rho^2)\,d\theta,\qquad P=\frac14\sum_{n\ge2}(n^2-1)r_n^2 .$$

Differentiate $P$ and use (2). The product $r_nr_{n+1}$ receives $\tfrac\chi2n(n^2-1)(n-2)$ from row $n$ and $-\tfrac\chi2n(n^2-1)(n+2)$ from row $n+1$. Their sum gives

$$\dot P=-\frac12\sum_{n\ge2}n^2(n^2-1)^2r_n^2-2\chi\sum_{n\ge2}n(n^2-1)r_nr_{n+1}. \tag{3}$$

Neighbouring modes of opposite sign can lengthen the edge. With modes 2 and 3 alone, growth requires $12\chi|r_2r_3|>18r_2^2+288r_3^2$. The right side is at least $144|r_2r_3|$, so this is possible for $\chi>12$. Including modes up to 40 lowers the onset to $\chi\approx11.1$.

An elongation supplies the required signs whether it lies along or across the current: (2) is linear, so reversing $r_2$ reverses $r_3$ and leaves the linear gain of $P$ unchanged. For elongation along the current, initially $\dot r_3=-3\chi r_2<0$, and a negative $r_3\cos3\theta$ pushes the edge outward at the leading end and inward at the rear. At $\chi=48.3$, an ellipse with $\varepsilon=5\times10^{-4}$ has its $P$ amplified 5.09 times before it decays, in the nonlinear motion as in the linear prediction (5.10). The larger void that returned was amplified 7.9 times, so nonlinear terms already reinforced the growth there. The position of the neck was not recorded, and the calculation does not identify the mechanism of this reinforcement.

The weak-current limit behaves differently. For any smooth shape,

$$\frac{dL}{dt}=\oint\kappa v_n\,ds=-\oint\kappa_s(\chi E_t+\kappa_s)\,ds,$$

after integration by parts. At $\chi=0$ the perimeter cannot increase. At $\chi=4.83$, one tenth of the example's value, even the ellipse with $\varepsilon=0.30$ returns, and its $P$ never exceeds the starting value.

## Relation to real lines

The inputs are rough values for a wide aluminium line in an accelerated test. A void of 1000 nm radius is far too large for a narrow interconnect. Since $\chi\propto R^2$, a 100 nm void at the same current and material values has $\chi\approx0.48$. The onset of transient growth, $\chi\approx11.1$, corresponds to $R\approx480$ nm; this onset refers to infinitesimal distortions, and below it the only finite shape followed was the ellipse at $\chi=4.83$. The assumed $D_s$ sets the times, which scale as $1/D_s$, but not the amplitude bracket.

A void 2 µm across in a wide polycrystalline line meets grain boundaries, which the model leaves out. With handbook values for aluminium, $\delta D_b\approx8\times10^{-23}$ m³/s at 500 K, about a third of the surface value $D_s\Omega^{1/3}$ used here, and a single unbalanced boundary would change the void area by roughly 14% in 12 h; the model applies to a void inside one grain. Crystalline metal also breaks the assumption of isotropic mobility. A spread of 0.05 eV in the diffusion barrier changes the mobility by a factor of 3.2 at 500 K. Local times can shift by a similar factor; the shift of the amplitude threshold was not calculated, and the stability proof no longer applies. At 100 MPa, the elastic energy scale $\sigma^2R/E$, with $E=65$ GPa, is about 15% of $\gamma$, and this is not a small effect. For a film in plane stress, an equibiaxial stress of this size lowers the decay rate of mode 2 from 12 to about 7, and above about 156 MPa the circle is linearly unstable. A uniaxial 100 MPa alone gives, to first order, a mode-2 distortion of about 100 nm, directed across the stress axis; this is the size of the threshold found here, which was bracketed only for elongation along the current. For a 20 µm wide line the side edges change the field at the void by about 0.8% (their effect on the amplitude bracket was not calculated), a 50 nm liner of 100 µΩ cm under a 500 nm film carries about 0.5% of the sheet conductance, and with a thermal conductivity of 200 W/(m K) Joule heating makes the temperature vary by about 0.1 K around the void edge. The liner matters more than its share suggests, because the proof rests on the current term vanishing exactly in mode 2, which holds only for an insulating void. With 0.5% conductance left under the void, the slowest decay rate at $\chi=48.3$ falls from 12 to about 8.8, the circle becomes linearly unstable near $\chi\approx160$, and the $\varepsilon=0.0941$ void forms a neck instead of returning.

Thermal fluctuations give mode 2 an amplitude of about 0.04 nm, against the roughly 100 nm needed here. Within this model, the initial elongation must therefore come from something other than equilibrium shape noise. The numerical output below gives the remaining values.

## Computed results

```
Inputs: radius 1000 nm, T 500 K, current 2.0 MA/cm2
Resistivity 5.0 microohm cm, effective charge size 5.0
Surface energy 1.00 J/m2 = 6.242 eV/nm2
Atomic volume 0.0166 nm3, surface diffusivity 1.0e-08 cm2/s
Surface site density 15.37 per nm2, kT 0.0431 eV
Field 10.00 V/cm, force on atom 5.000e-06 eV/nm
Control parameter chi 48.26 (no unit)
Capillary time tau 452.8 h; mode-2 decay time 37.74 h
Drift speed of circular void 213.1 nm/h
Edge potential, largest error 2.5e-14 (scaled)
Perimeter rate, direct 41.4473, balance 41.4473 (scaled)
Linear operator, largest entry error 2.9e-04 (1/tau)
chi   5.00: slowest rate -12.000, modes 3 up -75.527 (1/tau)
chi  48.26: slowest rate -12.000, modes 3 up -245.496 (1/tau)
chi 200.00: slowest rate -12.000, modes 3 up -953.415 (1/tau)
Transient perimeter growth possible above chi 11.11
Largest linear gain of P at example chi 5.11
Tiny ellipse 5.0e-04: peak gain of P 5.092, linear 5.096
Returns: amplitude 0.0941 R = 94.1 nm
  its axis ratio 1.207, peak P 0.0523, start P 0.00662
Grows: amplitude 0.1035 R = 103.5 nm
  its axis ratio 1.229
Growing void: time h, length nm, neck half-width nm, P
     0.00     2218   no neck  0.0080
     2.01     2271   no neck  0.0154
     4.20     2356   no neck  0.0358
     6.15     2411   no neck  0.0536
     8.12     2458   no neck  0.0702
    10.20     2521   no neck  0.0924
    12.33     2666       149  0.1452
Linear forecast of P at last time 0.03361
Time to 250 nm neck: 96 modes 12.287 h, 128 modes 12.327 h
Largest relative area error 6.9e-07
Amplitude 0.30 R at chi 4.83: returned, peak P / start P 1.000
Neglected: mobility ratio for 0.05 eV barrier spread 3.19
Neglected: elastic/surface energy at 100 MPa 0.154
Neglected: local Joule heating 0.100 K
Neglected: field change from edges of 20000 nm line 0.0082
Neglected: liner/metal sheet conductance 0.0050
Thickness 500 nm / (pi R) 0.159 (below 1: straight wall stable)
Thermal mode-2 amplitude 0.0383 nm
```
